Error map of the closed-form Marcus-Hush-Chidsey electrode rate

**The choice to be made**

A simulation of a plating or etching cell evaluates the electron-transfer rate at every electrode element and in every iteration. For outer-sphere reactions, such as the oxidation of ferrous to ferric ions, this rate can be taken from Marcus-Hush-Chidsey theory. Metal deposition also moves an ion into the lattice, which the theory does not describe. The Marcus-Hush-Chidsey rate is an integral over the electron energies in the metal, and the Zeng-Smith-Bai-Bazant formula replaces it by one complementary error function. Whether that replacement is acceptable depends on the reorganisation energy, on the overpotential, and on how the prefactor of the rate is fixed. At a reorganisation energy of 1.2 eV and 50 °C the formula is 29 % too high at zero overpotential and 8 % too low at 0.2 V, relative to the integral. If the formula is scaled to a measured standard rate constant, the two errors combine to −29 % at 0.2 V.

**The integral**

Consider one-electron reduction. Let Λ be the reorganisation energy and H the driving: the free energy released when the electron comes from the Fermi level. An electron at energy E above the Fermi level releases E more, so the reaction free energy is −H−E. Assume weak electronic coupling V, a classical harmonic environment, and a metal with constant density of states ρ and constant V. In atomic units, where ħ = 1, the golden rule gives

k = 2πV²ρ ∫ dE f(E) (4πΛkT)^(−1/2) exp[−(Λ−H−E)²/(4ΛkT)].

In kT the letter k is Boltzmann's constant; standing alone it is the rate. The Fermi function f is the probability that the metal state is occupied. Set λ = Λ/kT, h = H/kT and x = E/kT. Then dE = kT dx, and the square root is kT√(4πλ), so the factors kT cancel:

k = V²ρ √(π/λ) I(h),

I(h) = ∫ exp[−(λ−h−x)²/(4λ)] / (1+eˣ) dx,

with the integral over all x. Oxidation gives the same integral if x is the energy of a hole, counted downwards from the Fermi level, and h is positive when oxidation is favoured. For a dissolved reactant the prefactor also contains a reaction-layer thickness, which cancels when rates are referred to a measured one.

**Symmetry**

The two squares (λ−h−x)² and (λ+h+x)² differ by −4λ(h+x). Therefore

exp[−(λ−h−x)²/(4λ)] = exp[−(λ+h+x)²/(4λ)] e^(h+x).

Since eˣ/(1+eˣ) = 1/(1+e^(−x)), reversing the sign of x gives

I(h) = eʰ ∫ exp[−(λ+h−x)²/(4λ)] / (1+eˣ) dx = eʰ I(−h).

This is detailed balance between the forward and backward reactions. It follows that the sum S(h) = I(h)+I(−h), which is even in h, equals I(h)(1+e^(−h)), and so

I(h) = S(h)/(1+e^(−h)).

An approximation needs to supply S alone.

**The closed form**

Replace the Fermi function by a sharp step, equal to 1 for x < 0 and 0 for x > 0. With u = (λ−h−x)/(2√λ) we have dx = −2√λ du. The limits x = −∞ and x = 0 become u = ∞ and u₀ = (λ−h)/(2√λ), so the integral is

2√λ ∫ from u₀ to ∞ of e^(−u²) du = √(πλ) erfc[(λ−h)/(2√λ)].

For large positive h, S and I(h) nearly coincide, so this expression is an estimate of S. Evenness requires |h| in place of h, which leaves a kink at h = 0. The closed form rounds the kink:

I_c(h) = √(πλ) erfc[(λ−s)/(2√λ)] / (1+e^(−h)),

s = √(a+h²), a = 1+√λ.

The rounding is a construction, not a systematic expansion. It keeps detailed balance, because the erfc factor is even. Hence the ratio R = I_c/I and the relative error ε = R−1 are also even, and a map for h ≥ 0 covers both directions.

Two limits come out right. For λ → 0 at fixed h, the Gaussian in I becomes a narrow peak of area √(4πλ) at x = −h, so I tends to √(4πλ)/(1+e^(−h)). In I_c the argument of erfc tends to −∞ and erfc to 2, which gives the same result. For h−λ much larger than both 2√λ and 1, the Gaussian lies wholly over occupied states and both expressions tend to √(4πλ). The rate then reaches its plateau 2πV²ρ.

**Error for large reorganisation energy**

Take 0 ≤ h < λ and define α = (λ−h)/(2λ). Expanding the square in I gives

I(h) = exp[−(λ−h)²/(4λ)] ∫ e^(αx) exp[−x²/(4λ)] / (1+eˣ) dx.

The factor e^(αx)/(1+eˣ) falls as e^(αx) on the left and as e^(−(1−α)x) on the right. The slower decay, on the left, sets a width of order 1/α. The Gaussian factor can be dropped when this width is small compared with 2√λ, that is, when λ−h is much larger than √λ. What remains is

J = ∫ e^(αx)/(1+eˣ) dx.

Shifting the path by 2πi multiplies the integrand by e^(2πiα). The two paths enclose one pole, at x = iπ, with residue −e^(iπα). The residue theorem then gives

J (1−e^(2πiα)) = −2πi e^(iπα), so J = π/sin(πα).

On the other side, erfc(z) ≈ e^(−z²)/(z√π) for large z. With z = (λ−s)/(2√λ) and β = (λ−s)/(2λ), this turns √(πλ) erfc(z) into exp[−(λ−s)²/(4λ)]/β. Dividing by S = (1+e^(−h))I, and using

(λ−h)² − (λ−s)² = (s−h)(2λ−h−s),

we obtain the leading error law

R ≈ sin(πα) exp[(s−h)(2λ−h−s)/(4λ)] / [πβ(1+e^(−h))].

At h = 0 we have α = 1/2, s = √a and β → 1/2. The exponent is √a/2 − a/(4λ), whose second term vanishes for large λ. Therefore

R(0) → exp(√a/2)/π.

Because a grows as √λ, this ratio grows without bound. At λ = 10⁴, far beyond any electrode reaction but a clean test of the law, the computed ratio is 48.36 and the law gives 48.43.

The second limit holds θ = h/λ fixed between 0 and 1. Then s−h ≈ a/(2h) tends to zero, β tends to α, e^(−h) vanishes, and

R → sin(πα)/(πα), α = (1−θ)/2.

This is below 1. The sharp step would give ∫ e^(αx) dx = 1/α over the occupied side, whereas the thermal distribution gives the larger value π/sin(πα). The closed form therefore misses part of the contribution of thermally excited carriers. At λ = 10⁴ and θ = 0.3 the limit is 0.8103. The first correction, exp[αa/(2h)] with a = 101 and h = 3000, raises it to 0.8151, which is the computed ratio. As θ → 0 the limiting ratio approaches 2/π, an error of −36 %; the physical range mapped below stays well short of it.

**Can a better constant be chosen?**

The law at h = 0 gives R = 1 if exp(√a/2) = π, or

a = (2 ln π)² ≈ 5.24.

The constant needed at zero driving thus saturates at large λ, while 1+√λ keeps growing. This is the cause of the growing overestimate. At λ = 1.2 eV and 50 °C the closed form uses a = 7.57, whereas agreement at h = 0 needs 4.97. With that fitted value the error at h = 0 vanishes, but the worst error between 0 and 2 V is still −14.8 %, near 0.24 V. Lowering a removes the overestimate at h = 0 but deepens the underestimate further out: at 0.2375 V the error is −9.4 % with a = 7.57 and −14.8 % with a = 4.97. A compromise near a = 6.1 brings the worst error between 0 and 2 V down to about 12.7 %, compared with 29 % for the standard constant. This value holds for 1.2 eV and 50 °C only. At very large λ the choice of a no longer helps at fixed θ, because the limit found above does not depend on a, provided a/λ tends to zero.

**Computing the reference**

The integral is evaluated by the trapezoidal sum

I ≈ Δ Σ exp[g(mΔ)], g(x) = −(λ−h−x)²/(4λ) − ln(1+eˣ),

over integers m. The logarithm is computed as max(x,0) + ln(1+e^(−|x|)), and the largest g is taken out of the sum, so that neither overflow nor underflow spoils a small rate. The function g is concave and has a single maximum. One can therefore sum outwards from it until the terms are negligible. For the closed form, ln erfc should likewise be computed directly.

Poisson summation gives the discretisation error. The sum equals Σ G(2πn/Δ) over integers n, where G(q) is the integral of e^(g(x)+iqx). The term n = 0 is the wanted integral. At h = 0 and large λ, J with α replaced by 1/2+iq shows that G(q) is proportional to 1/cosh(πq). The terms n = ±1 then give the leading relative error

2/cosh(2π²/Δ).

For Δ = 2 this is 2.07×10⁻⁴, and the computed error at λ = 10⁴ agrees. For small λ the narrow Gaussian sets a second condition. Where the Fermi factor is constant, the leading error is at most 2 exp(−4π²λ/Δ²), so Δ must shrink in proportion to √λ.

The reference for the map uses Δ = 1/4. It was compared with adaptive quadrature at (λ,h) = (3.6, 0), (3.6, 9), (43.09, 0), (43.09, 7.18) and (20, 50); the largest relative difference was 6×10⁻¹⁶. On sampled rows of the map, Δ = 2 gives relative errors up to 6×10⁻⁴ and Δ = 1 up to 3×10⁻⁸. For λ = 1.2 eV and 0.2 V, 63 terms with Δ = 1 suffice for an error of 1×10⁻⁸. A short sum is therefore an accurate alternative where the closed form is too coarse, but it costs more: with Δ = 1 it needs some sixty exponentials per rate in this example, and up to about ninety at a driving of 2 V, instead of one error function.

**Reading the map**

The map in the numerical output holds the temperature at 323.15 K, where kT = 0.02785 eV, and covers λ from 0.1 to 2 eV and overpotentials from 0 to 2 V. At another temperature the same errors belong to the same values of λ/kT and h.

At zero driving the error is −8.7 % for 0.1 eV, passes through zero at 0.34 eV, reaches +10 % at 0.60 eV and +50.5 % at 2 eV. For the larger reorganisation energies it turns from positive to negative as the overpotential rises, and back to slightly positive when the driving comes near the reorganisation energy. At 1.2 eV it runs from +29 % at 0 V through +5 % at 0.1 V to −10 % at 0.4 V, and is below 1 % in size at 1.2 V. These are the two large-λ regimes at moderate λ: rounding that is too strong near h = 0, and missing thermal carriers further out. At 1.2 eV the leading error law reproduces the ratio R within 1.2 % for drivings up to λ/2. This closeness owes much to cancellation: the large-λ approximation to I alone is 5 % to 14 % too high in this range, and the approximation to erfc has a similar excess. The errors at 0.1 eV, where λ is 3.6 kT, lie outside that analysis.

The lowest value on the map is −13.5 %. The error is within 5 % on 75 % of the map and within 10 % on 89 %. These shares depend on the chosen window, which includes much of the plateau, where the closed form is good.

**Scaling to a measured rate constant**

Often the prefactor is unknown and the rate is written as k(h) = k₀ I(h)/I(0), with k₀ the measured standard rate constant. If I_c replaces I in both places, the relative error becomes

ε_n(h) = [1+ε(h)]/[1+ε(0)] − 1.

At 1.2 eV and 0.2 V this is 0.922/1.293 − 1 = −0.287. At high driving ε(h) vanishes but ε_n does not: it tends to 1/1.293 − 1, or −23 %. Computing I(0) once from the sum and using k₀ I_c(h)/I(0) restores the smaller raw error at 0.2 V, at the price of a rate 29 % too high at h = 0.

**An iron bath at 50 °C**

Consider ferrous ions oxidised to ferric at an inert anode that regenerates an acid etching bath. The inputs are rough typical values: λ = 1.2 eV = 43.09 kT, k₀ = 0.005 cm/s, 0.5 mol/L ferrous ions, diffusion coefficient 10⁻⁵ cm²/s and a diffusion layer of 20 µm. The driving is 0.2 V, so h = 7.18. It is measured from the formal potential, to which k₀ refers.

The large-λ result for I gives a hand estimate:

I(h)/I(0) ≈ exp[h/2 − h²/(4λ)]/sin(πα).

Here h/2 = 3.591, h²/(4λ) = 0.299 and α = 0.417, so the ratio is about 27.8 and k about 0.139 cm/s. The full integral gives 0.138 cm/s, the closed form scaled at h = 0 gives 0.099 cm/s, and the Butler-Volmer law with transfer coefficient 1/2 gives 0.181 cm/s.

The local transfer coefficient follows by differentiating the integrand with respect to h:

∂ln I/∂h = (λ−h−⟨x⟩)/(2λ),

where ⟨x⟩ is the mean of x weighted by the integrand. With ⟨x⟩ = −0.69 this is (43.09−7.18+0.69)/86.18 = 0.425. The decrease from 1/2 is the curvature that Butler-Volmer kinetics with a fixed coefficient omits.

Diffusion supplies k_d(c−c_s), with k_d = 10⁻⁵/0.002 = 0.005 cm/s, c the bulk and c_s the surface concentration. Equating this to the reaction rate k c_s, with the back reaction neglected, gives the current density

j = Fc/(1/k + 1/k_d).

The kinetics alone would allow 6.67 A/cm². With diffusion the current density is 0.233 A/cm² from the integral and 0.230 A/cm² from the closed form. The 29 % kinetic error has shrunk to 1.4 %, because transport controls the current. It would return in full if the kinetic rate constant itself were the quantity sought.

**What a real bath changes**

Transport is the largest omission of the rate law for these numbers: it lowers the current density by a factor of about 29. Next is the ohmic drop. Over 0.1 cm of solution at 0.3 S/cm it is 0.078 V at the current found above, so an applied 0.2 V would not all act at the interface. Solved together with the current, the drop is 0.072 V, the rate constant falls to 0.044 cm/s and the current density to 0.217 A/cm². The error of the scaled closed form in the current is then 2.6 % instead of 1.4 %.

The classical treatment of the environment is also only approximate, because a metal-oxygen stretch has quanta of about 0.055 eV, or 2 kT. If 0.6 eV of λ is assigned to such a mode and the rate is summed over its vibrational quanta, the rate rises by a factor of 1.55 at zero driving and 1.51 at 0.2 V. A measured k₀ absorbs the common part, leaving about 2 %. Likewise, a fixed potential of 0.01 V at the reaction plane repels the doubly charged ferrous ions and takes 0.01 V from the driving. Together these effects multiply the rate by 0.41 at 0 V and 0.42 at 0.2 V, leaving about 3 %. This small remainder depends on the potential at the reaction plane staying fixed. On a real electrode it moves with the electrode potential, and a rise of only 5 mV between 0 V and 0.2 V would lower k/k₀ by about a third. A density of states sloping by 30 % per eV changes the rate by 0.6 %.

An increase of λ by 0.1 eV lowers the rate at h = 0 to 0.39 of its value if the electronic prefactor is held fixed, but changes k/k₀ at 0.2 V by only 2 %. So when k₀ is measured, the −29 % of the scaled closed form exceeds each of these kinetic corrections, provided the potential at the reaction plane stays nearly constant; a shift of a few millivolts matters as much. When the prefactor comes from theory, an uncertainty of 0.1 eV in λ matters more at 0 V and 0.2 V than the error of the closed form. Chloride complexing, adsorption and electrode ageing are not modelled, and their size is not estimated here.

Values computed for the example and the checks

```
temperature 323.15 K, kT 0.02785 eV
example lambda 1.2 eV = 43.09 kT
example driving 0.2 V = 7.182 kT/e
sum against adaptive quadrature, max rel. dev. 5.6e-16
error of closed form in %; columns: overpotential in V
lambda/eV   0.00   0.05   0.10   0.20   0.40   0.80   1.20   1.60
      0.1   -8.7    1.0    8.4    6.0    0.1    0.0    0.0    0.0
      0.2   -5.5   -1.0    2.5    5.2    1.8    0.0    0.0    0.0
      0.4    2.5    1.8   -0.9   -1.6    2.5    0.2    0.0    0.0
      0.8   16.9   10.6    1.0   -7.0   -5.1    1.2    0.4    0.0
      1.2   29.3   19.3    4.9   -7.8   -9.7   -2.8    0.8    0.5
      1.6   40.4   27.4    9.1   -7.4  -12.1   -6.9   -1.7    0.6
      2.0   50.5   34.9   13.4   -6.3  -13.5  -10.0   -4.8   -1.1
map: 96 lambdas 0.1-2 eV, 161 drivings 0-2 V
largest error 50.5 % at lambda 2.00 eV, 0.0000 V
lowest error -13.5 % at lambda 2.00 eV, 0.4375 V
share of map with |error| < 5 %: 74.8 %
share of map with |error| < 10 %: 89.3 %
zero-driving error vanishes at lambda 0.337 eV (12.10 kT)
zero-driving error is +10 % at lambda 0.599 eV
lambda 10000 kT, h=0: ratio 48.36, law 48.43
same lambda, h=0.3 lambda: ratio 0.8151, limit 0.8103
large-lambda law at 1.2 eV, h<lambda/2: dev. 1.14 %
a at 1.2 eV: used 7.565, needed 4.971, limit 5.242
worst error with needed a: -14.8 % at 0.2375 V
step 2 at lambda 10000 kT: error 2.070e-04, law 2.069e-04
max sum error on map rows: step 2 6.0e-04, step 1 3.1e-08
step-1 nodes needed in example 63, error 1.1e-08
example error: 29.3 % at 0 V, -7.8 % at 0.2 V
normalised error at 0.2 V -28.7 %
worst normalised error -30.6 % at 0.3125 V
transfer coefficient at 0.2 V 0.4247, mean x -0.689 kT
standard rate constant 0.005 cm/s, ferrous 0.5 mol/L
rate constant, quadrature 0.1383 cm/s, closed 0.0986 cm/s
rate constant, Butler-Volmer with 1/2: 0.1814 cm/s
D 1e-05 cm2/s, layer 20 um, D/layer 0.0050 cm/s
kinetic current density alone 6.67 A/cm2
with diffusion: quadrature 0.2328, closed 0.2296 A/cm2
closed-form error left in that current -1.39 %
ohmic drop over 0.1 cm at 0.3 S/cm: 0.078 V
double layer 0.01 V: rate factor 0.407 at 0 V, 0.418 at 0.2 V
stretch 0.055 eV, inner lambda 0.6 eV: quantum factor 1.546 at 0 V, 1.512 at 0.2 V
density-of-states slope 0.3/eV: rate change 0.58 %
lambda +0.1 eV: k/k(0 V) changes 1.9 %, k(0 V) by factor 0.393
```
